# Rate equations for nitrogen-vacancy spin polarization and optical readout

## Definitions and conventions

A negative nitrogen-vacancy (NV) centre in diamond has a spin-triplet ground state, a spin-triplet excited state and a set of singlet levels between them. Five populations describe it here: \(g_0,e_0\) for the ground and excited levels with spin projection \(m_s=0\); \(g_1,e_1\) for the levels \(m_s=+1\) and \(m_s=-1\) taken together; and \(s\) for the singlet shelf. They are probabilities, so they are non-negative and sum to one.

Green light pumps each ground level to the excited level of the same spin at rate \(W\). Excited levels emit at rate \(k\) and return to the ground level of the same spin. They cross to the shelf at rates \(a_0\) and \(a_1\), and the shelf returns to the ground state at rates \(d_0\) and \(d_1\), where \(d_1\) is the total to both \(m_s=\pm1\) levels. All rates are positive while the light is on. Hence

\[
\begin{aligned}
\dot g_0&=-Wg_0+ke_0+d_0s, & \dot e_0&=Wg_0-(k+a_0)e_0,\\
\dot g_1&=-Wg_1+ke_1+d_1s, & \dot e_1&=Wg_1-(k+a_1)e_1,\\
\dot s&=a_0e_0+a_1e_1-Ds, & D&=d_0+d_1 .
\end{aligned}
\]

In matrix form \(\dot n=Kn\), with \(n=(g_0,g_1,e_0,e_1,s)^T\). The model ignores coherences, ground-state spin relaxation, optical spin flips and changes of charge. Merging \(m_s=\pm1\) needs equal pumping, emission and crossing rates for the two sublevels, not equal populations: when their separate equations are added, only the summed populations remain. The shelf is also assumed to feed both sublevels equally, which matters only for the microwave pulse considered later.

Two probabilities recur. An excited centre enters the shelf with probability \(p_i=a_i/(k+a_i)\), and a shelved centre returns to spin class \(i\) with probability \(\beta_i=d_i/D\).

The example uses rough round values for room temperature: \(k=65\), \(a_0=10\), \(a_1=70\), \(d_0=3\), \(d_1=2\), all in µs⁻¹. A 532 nm laser of power \(P=0.3\) mW is focused to a \(1/e^2\) radius \(w=250\) nm. Its peak intensity is \(I=2P/(\pi w^2)=3.06\times10^5\) W/cm². With a rough absorption cross-section \(\sigma=3\times10^{-17}\) cm², the pump rate is \(W=\sigma I\lambda/(hc)=24.6\) µs⁻¹, where \(\lambda\) is the wavelength.

## What a population check misses

The simplest scheme is explicit Euler, \(n\leftarrow(I+hK)n\), where \(I\) now denotes the unit matrix, with the total population monitored. Each transition removes from one level what it adds to another, so every column of \(K\) sums to zero. With \(\mathbf 1^T\) a row of ones,

\[
\mathbf 1^T(I+hK)n=\mathbf 1^Tn .
\]

The total is therefore conserved for every step \(h\), accurate or not. An eigenmode of \(K\) with real eigenvalue \(-\gamma\) is multiplied by \(1-\gamma h\) per step and grows in magnitude when \(\gamma h>2\). For the example all modes are real. A step of 20.3 ns makes \(\gamma h=3\) for the fastest one, so its amplitude is multiplied by \(-2\) each time. After 20 steps from a pure \(m_s=\pm1\) ground state, the sum is still 1.000000, while the smallest population is \(-1.9\times10^5\).

A shorter step cures the instability but leaves a second blindness. Exchanging \(d_0\) and \(d_1\) also preserves the column sums. It changes the final polarization, defined below, from 0.753 to 0.576. Conservation tests the bookkeeping of transitions; it tests neither their rates nor, in the Euler scheme, the time integration.

## A propagation whose missing population is its error

Euler steps do keep populations non-negative if \(h\) is no longer than the inverse of the largest exit rate \(\Lambda\). Here \(\Lambda=k+a_1=135\) µs⁻¹. The matrix of that longest safe step (from here on \(P\) no longer means laser power),

\[
P=I+K/\Lambda,
\]

has non-negative entries: its off-diagonal entries are rates divided by \(\Lambda\), and its diagonal entries are one minus an exit rate divided by \(\Lambda\). Its columns sum to one. Since \(K=\Lambda(P-I)\), and \(P\) commutes with \(I\),

\[
e^{Kh}=e^{-\Lambda h}e^{\Lambda hP}
=\sum_{m=0}^{\infty}e^{-\Lambda h}\frac{(\Lambda h)^m}{m!}P^m .
\]

This is uniformization. The exact propagator is an average over numbers \(m\) of safe Euler steps, weighted by a Poisson distribution of mean \(\Lambda h\). No subtraction occurs in the sum.

Stop the sum at \(m=M\) and apply it to a non-negative \(n\) of total one. Every omitted vector \(P^mn\) is non-negative and sums to one. The error vector is thus non-negative, and the sum of its absolute entries is

\[
\|\delta n\|_1=1-\mathbf 1^Tn_M=\Pr(N>M),
\]

where \(n_M\) is the truncated result and \(N\) the Poisson variable. The missing population now measures the truncation error itself. Renormalizing \(n_M\) would erase this information.

A deliberately poor case shows it. For \(h=10\) ns and \(M=3\), the mean is \(135\times0.010=1.35\), and

\[
1-e^{-1.35}\left(1+1.35+\frac{1.35^2}{2}+\frac{1.35^3}{6}\right)=0.04825 .
\]

Both the missing population and the directly calculated error, from a thermal start, are 0.04825. The pulses and signals calculated below use 1 ns steps and terms up to \(m=14\) or higher, for which truncation is negligible. Over 6000 steps and three starting states the sum departs from one by at most \(4.5\times10^{-13}\). A separate differential-equation solver, run for 1000 ns from the thermal state, agrees to \(3.9\times10^{-13}\) in populations and photon number. The price of the method is that the number of terms must exceed \(\Lambda h\), so one very long step is expensive.

Photon counts need the time integral of the populations, not their values at the ends of a step. With \(x=\Lambda t\),

\[
\int_0^h e^{-\Lambda t}\frac{(\Lambda t)^m}{m!}\,dt
=\frac1\Lambda\int_0^{\Lambda h}\frac{e^{-x}x^m}{m!}\,dx
=\frac{\Pr(N>m)}{\Lambda}.
\]

The last equality holds because the second integrand is the probability density for the arrival of event \(m+1\) in a unit-rate Poisson process. Consequently

\[
\int_0^h e^{Kt}dt=\frac1\Lambda\sum_{m=0}^{\infty}\Pr(N>m)P^m .
\]

Applied to \(n\) at the start of a step, and multiplied from the left by the row \((0,0,k,k,0)\), this gives the mean number of photons emitted in the step.

## The steady state

Solving \(Kn=0\) directly fails because \(K\) is singular: its rows add to zero, so one equation is redundant. Replacing one row by the condition that the populations sum to one supplies the missing information. With all rates positive every level can be reached from every other, so the steady state is unique. Without light this is lost, since any mixture of \(g_0\) and \(g_1\) is stationary.

The solution can be found by hand. The excited-state equations give \(Wg_i=(k+a_i)e_i\). Inserting this in the ground-state equations cancels the radiative terms:

\[
-(k+a_i)e_i+ke_i+d_is=0\quad\Rightarrow\quad a_ie_i=d_is .
\]

Each spin class therefore sends to the shelf what it gets back. It follows that \(e_0/e_1=\beta_0a_1/(\beta_1a_0)\), so we may write

\[
e_0=\frac{\beta_0a_1}{Z},\qquad e_1=\frac{\beta_1a_0}{Z},\qquad
s=\frac{a_0e_0}{d_0}=\frac{a_0a_1}{DZ}.
\]

To fix \(Z\), use \(g_i=(k+a_i)e_i/W\) and \(s=(a_0e_0+a_1e_1)/D\) in the normalization. This collects into \(\tau_0e_0+\tau_1e_1=1\), with

\[
\tau_i=1+\frac{k+a_i}{W}+\frac{a_i}{D},\qquad
Z=\beta_0a_1\tau_0+\beta_1a_0\tau_1 .
\]

For the example, \(\tau_0=1+75/24.551+10/5=6.055\) and \(\tau_1=1+135/24.551+70/5=20.50\). Then \(Z=42\times6.055+4\times20.50=336.3\) µs⁻¹, and \(e_0=42/336.3=0.125\). The full list is

\[
(g_0,g_1,e_0,e_1,s)=(0.3815,\;0.0654,\;0.1249,\;0.0119,\;0.4163).
\]

These closed forms were tested against long propagation for the example and five random sets of rates, and agreed within the test's tolerance, \(10^{-5}\) of each population plus \(10^{-9}\).

## Polarization is fixed after the light goes off

It is tempting to read the polarization from the ground state under illumination. Because \(g_i=(k+a_i)e_i/W\) and \(e_i=d_is/a_i\), that ratio is

\[
\frac{g_0}{g_1}=\frac{\beta_0p_1}{\beta_1p_0},\qquad
r\equiv\frac{g_0}{g_0+g_1}=\frac{\beta_0p_1}{\beta_0p_1+\beta_1p_0}.
\]

It does not depend on \(W\). With \(p_0=0.1333\), \(p_1=0.5185\) and \(\beta_0=0.6\), it is \(r=0.3111/(0.3111+0.0533)=0.854\). But more than half the centres are not in the ground state, and they still have to return.

After the light is off, a centre in \(e_0\) ends in \(m_s=0\) unless it enters the shelf and leaves to \(m_s=\pm1\), which has probability \(p_0\beta_1\). A centre in \(e_1\) ends in \(m_s=0\) with probability \(p_1\beta_0\), and a shelved one with probability \(\beta_0\). The usable polarization, meaning the final population of \(m_s=0\), is

\[
P_0=g_0+(1-p_0\beta_1)e_0+p_1\beta_0e_1+\beta_0s .
\]

Numerically, \(P_0=0.3815+0.1182+0.0037+0.2498=0.753\). The ground-state ratio would overstate it by 0.10.

The dependence on power follows from the same formula. The ratios \(e_0:e_1:s\) do not contain \(W\). If \(G=g_0+g_1\), then

\[
P_0=Gr+(1-G)q,
\]

where \(q\) is the mean return probability of the centres outside the ground state and is also independent of \(W\). Here \(q=(0.1182+0.0037+0.2498)/0.5531=0.672\). As \(W\) rises, \(G\) falls from one towards zero, because \(g_i/e_i\) is proportional to \(1/W\). For these rates \(P_0\) therefore falls from 0.854 at weak pumping towards 0.672 at strong pumping.

The speed has its own weak-pumping limit. If \(W\) is far below both \(k\) and \(D\), excited and shelved populations are negligible, and each excitation acts as an immediate chance to change spin:

\[
\dot P_0\simeq-Wp_0\beta_1P_0+Wp_1\beta_0(1-P_0).
\]

The approach rate is \(W(p_0\beta_1+p_1\beta_0)\), and the stationary value is \(r\). In a test at \(W=0.01\) and \(0.001\) µs⁻¹, the deviation of the rate, as a fraction of its limiting formula, and the deviation of the polarization from \(r\) each fell by a factor between 8 and 12, as expected for corrections linear in \(W\).

At the example's power, \(W\) is nearly five times \(D\), and the limit fails. It predicts 8.95 µs⁻¹, whereas the slowest mode of \(K\) decays at 4.87 µs⁻¹, a time constant of 206 ns. Starting from the thermal value \(1/3\), pulses of 100, 300 and 1000 ns give \(P_0=0.585\), 0.707 and 0.752. At 3000 ns it is 0.753, equal to the steady result at this precision.

## From a pure-state signal to a real one

Fluorescence is the emission rate \(R=k(e_0+e_1)\). Consider first pure ground-state starts, \(m_s=0\) or \(m_s=\pm1\), with light switched on at \(t=0\). Then \(\dot e_i(0)=W\), and

\[
\ddot e_i(0)=W\dot g_i(0)-(k+a_i)\dot e_i(0)=-W^2-W(k+a_i).
\]

To second order, \(e_i=Wt-W(W+k+a_i)t^2/2\). The difference between the starts is \(W(a_1-a_0)t^2/2\), and division by the leading signal \(Wt\) gives the early contrast

\[
C_{\rm pure}(t)\simeq\frac{(a_1-a_0)t}{2}.
\]

Both starts are excited equally; contrast develops because one is lost to the shelf faster. This was tested at 0.01 ns, where the formula and propagation agree within 0.2% of the contrast. It requires \(t\) short compared with all inverse rates.

If \(a_1=a_0\), adding the two spin classes gives closed equations for total ground, excited and shelf populations. The fluorescence then carries no spin information. Polarization can survive: with both crossings set to 10 µs⁻¹, \(P_0=0.600\), the shelf's branching fraction. Spin polarization alone therefore does not guarantee optical contrast.

An experiment does not start with pure states. It compares a prepared reference with the same preparation followed by a microwave \(\pi\) pulse. An ideal pulse exchanges \(m_s=0\) with one of the \(m_s=\pm1\) sublevels, which held \((1-P_0)/2\). The \(m_s=0\) population changes by

\[
P_0-\frac{1-P_0}{2}=\frac{3P_0-1}{2}.
\]

Because the equations are linear, the fluorescence difference is the pure-state difference multiplied by this factor, here 0.630. The pulse leaves the sublevels unequally filled, so the merger deserves a test. A seven-level calculation with separate sublevels reproduced the scaled difference at 50 and 300 ns within \(10^{-8}\) µs⁻¹.

With \(C(t)=1-R_\pi/R_{\rm ref}\), the prepared states give:

| Time (ns) | \(R_{\rm ref}\) (µs⁻¹) | \(R_\pi\) (µs⁻¹) | \(C\) |
|---:|---:|---:|---:|
| 10 | 9.50 | 8.04 | 0.153 |
| 100 | 11.50 | 6.30 | 0.452 |
| 400 | 9.29 | 7.64 | 0.177 |
| 800 | 8.95 | 8.71 | 0.027 |

Contrast peaks at 0.454 after 112 ns. It then disappears because both starts approach the same steady state: the reading light also resets the spin.

## How many extra photons exist

The total signal can be found without following the decay. Let \(v(t)\) be the difference of the two pure-start population vectors and \(x=\int_0^\infty v\,dt\). Since \(v(\infty)=0\), integrating \(\dot v=Kv\) gives \(Kx=-v(0)=(-1,1,0,0,0)^T\).

Write \(x_i\) for the two excited entries. The excited rows make the ground entries \((k+a_i)x_i/W\), and the shelf row makes the shelf entry \((a_0x_0+a_1x_1)/D\). The first ground row then reads

\[
-a_0x_0+\beta_0(a_0x_0+a_1x_1)=-1
\quad\Rightarrow\quad
\beta_1a_0x_0-\beta_0a_1x_1=1 .
\]

The entries of \(v\) always sum to zero, because both starts have total one, so \(\tau_0x_0+\tau_1x_1=0\). The two conditions give \(x_0=\tau_1/Z\) and \(x_1=-\tau_0/Z\). The extra photons from a pure \(m_s=0\) start are

\[
\Delta N=k(x_0+x_1)=\frac{k(\tau_1-\tau_0)}{Z}
=\frac{k(a_1-a_0)}{Z}\left(\frac1W+\frac1D\right).
\]

For the example, \(\Delta N=65\times60\times(1/24.551+1/5)/336.3=2.79\). The prepared states supply \(0.630\times2.79=1.76\) extra emitted photons. At weak pumping \(Z\) grows as \(1/W\), so \(\Delta N\) tends to a finite number:

\[
\Delta N\to\frac{k(a_1-a_0)}{\beta_0a_1(k+a_0)+\beta_1a_0(k+a_1)} .
\]

For the example this limit is 1.06, against 2.79 at the chosen power. Dimming the laser therefore spreads the signal over a longer time and makes it smaller, but does not reduce it to zero.

## Choosing the counting window

Stopping at the contrast peak discards useful photons, while counting indefinitely adds noise without signal. Let \(N_{\rm ref}\) and \(N_\pi\) be the photons emitted in a window \(T\), and \(\eta\) the detection efficiency. For independent Poisson counts the variances add, so one pair of readings has signal-to-noise ratio

\[
\mathrm{SNR}=\sqrt\eta\,\frac{N_{\rm ref}-N_\pi}{\sqrt{N_{\rm ref}+N_\pi}} .
\]

At short \(T\) the rate difference grows as \(t^2\) and the total rate as \(t\). Their integrals grow as \(T^3\) and \(T^2\), so the SNR grows as \(T^2\). At long \(T\) the difference saturates while the total grows linearly, so the SNR falls as \(T^{-1/2}\). The best window lies between.

It is 385 ns here, with \(N_{\rm ref}=4.02\), \(N_\pi=2.63\) and integrated contrast \(1-2.63/4.02=0.346\). The difference, 1.39 photons, is 79% of all the extra photons available. For \(\eta=0.01\), \(\mathrm{SNR}=0.1\times1.39/\sqrt{6.65}=0.054\), and an SNR of 10 needs \((10/0.054)^2\), or about 34 000 pairs.

The emission is not strictly Poissonian. If \(B\) is the mean number of photon pairs within one reading, random detection changes the count variance relative to the Poisson value by \(\eta(2B/N_{\rm ref}-N_{\rm ref})\). This is 0.7% for the reference reading, small because \(\eta\) is small.

Changing the power, with spot size and efficiency fixed and the window optimized each time, gives:

| Power (mW) | \(P_0\) | Window (ns) | Contrast | SNR |
|---:|---:|---:|---:|---:|
| 0.03 | 0.834 | 1511 | 0.276 | 0.034 |
| 0.3 | 0.753 | 385 | 0.346 | 0.054 |
| 3 | 0.686 | 193 | 0.376 | 0.064 |

At these three powers, stronger light reads better in the model although it polarizes less well. The last tenfold increase in power improves the SNR by only 18%. The same power is used here for preparation and reading, and ionization is absent. In a real centre, absorption of a further photon from the excited state can ionize it, at a rate that grows with power, so the trend should not be extended to strong light without including charge changes.

## Setting the model beside an implanted centre

The assumed lifetimes, 13 ns and 7 ns for the excited spin classes and 200 ns for the shelf, are of the usual room-temperature size. An optical contrast of roughly 30% is also typical of a single centre. The absorption cross-section is uncertain, but it enters only through \(W\), so an error in it rescales the power axis. At low temperature the excited state's orbital structure can no longer be averaged into these few levels.

Near an implanted and annealed surface, a stable charge state cannot be taken for granted. An assumed ionization rate of 0.5 µs⁻¹ from the excited state and recapture at 0.2 µs⁻¹ leave 75% of the population negatively charged under light. With the 385 ns window held fixed, and emission from the neutral state excluded, contrast falls from 0.346 to 0.336. The smaller number of bright centres is a separate loss of signal.

Of the cases calculated here, optical spin flips lower the contrast most. Let each absorption and each emission carry a centre to the other spin class with probability 2%, that is, 2% in total from \(m_s=0\) to \(m_s=\pm1\) and 2% from each of \(m_s=\pm1\) to \(m_s=0\). This lowers \(P_0\) to 0.717 and contrast to 0.288. The result depends on this definition: equal probabilities of 1% in both directions between \(m_s=0\) and each sublevel, the symmetric pattern that spin mixing produces, give 0.713 and 0.295. Background equal to 10% of the reference counts gives \(0.346/1.1=0.315\). Ground-state spin relaxation in 1 ms, with a 5 µs dark wait before the microwave pulse, changes contrast only to 0.345. The loss builds up almost entirely during the wait and grows in proportion to it; a 50 µs wait gives 0.333. A 2 mT transverse field mixes about 0.15% of \(m_s=\pm1\) into the excited \(m_s=0\) state, well below the assumed flip probability. This is the admixture alone, not its effect on contrast. It grows as the square of the field and reaches the size of the assumed flip probability near 7 mT, so a misaligned field is harmless only when it is small.

Finally, \(P_0\) assumes that the shelf has emptied before the microwave pulse. After 1000 ns in the dark, 0.3% of the population remains there. The wait should therefore span several shelf lifetimes, provided it stays short compared with spin relaxation. The numerical output lists the remaining values.

## Computed values

```
rates k,a0,a1,d0,d1 = 65, 10, 70, 3, 2 /us
laser 0.3 mW, spot radius 250 nm, 532 nm
cross-section 3.0e-17 cm2, intensity 3.056e+05 W/cm2
pump rate W = 24.551 /us
excited lifetimes ms=0, +-1: 13.33, 7.41 ns
shelf lifetime 200.0 ns
shelving probabilities p0, p1 = 0.1333, 0.5185
shelf branching to ms=0: 0.600
steady g0,g1,e0,e1,s = 0.3815, 0.0654, 0.1249, 0.0119, 0.4163
polarization P0 after dark relaxation = 0.7532
weak-pump limit of P0 = 0.8537
slowest mode rate 4.865 /us, time 205.5 ns
largest imaginary part of any mode 0.00e+00 /us
weak-pump formula for that rate 8.948 /us
laser pulse    0 ns: P0 = 0.3333
laser pulse  100 ns: P0 = 0.5850
laser pulse  300 ns: P0 = 0.7072
laser pulse 1000 ns: P0 = 0.7518
laser pulse 3000 ns: P0 = 0.7532
largest population-sum error 4.5e-13
largest difference from ODE solver 3.9e-13
4-term sum, 10 ns step: missing 0.04825, error 0.04825
Euler step 20.30 ns, 20 steps: sum 1.000000, min -1.9e+05
P0 with d0, d1 exchanged = 0.5761
P0 with a1 set equal to a0 = 0.6000 (no contrast)
pi-pulse scale (3 P0 - 1)/2 = 0.6298
t= 10 ns: emission ref 9.497, pi 8.044 /us, contrast 0.1530
t= 50 ns: emission ref 12.887, pi 7.915 /us, contrast 0.3858
t=100 ns: emission ref 11.501, pi 6.304 /us, contrast 0.4519
t=200 ns: emission ref 10.127, pi 6.173 /us, contrast 0.3904
t=400 ns: emission ref 9.285, pi 7.641 /us, contrast 0.1771
t=800 ns: emission ref 8.946, pi 8.707 /us, contrast 0.0267
peak contrast 0.4539 at 112 ns
smallest emission difference 0.0e+00 /us
extra photons emitted, pure starts: 2.7917
extra photons emitted, prepared starts: 1.7583
best counting window 385 ns, integrated contrast 0.3461
photons emitted in window: ref 4.0200, pi 2.6287
detection efficiency 0.01, SNR per pair 0.05396
pairs of readings for SNR 10: 34347
0.03 mW: W 2.46 /us, P0 0.8337, window 1511 ns, C 0.2758, SNR 0.03440
0.3 mW: W 24.55 /us, P0 0.7532, window 385 ns, C 0.3461, SNR 0.05396
3 mW: W 245.51 /us, P0 0.6856, window 193 ns, C 0.3760, SNR 0.06381
spin relaxation 1 ms: P0 0.7511, C 0.3447
optical spin flips 0.02: P0 0.7170, C 0.2876
ionization 0.5, recapture 0.2 /us: P0 0.7475, C 0.3357
share in negative charge state under light 0.7480
background 0.1 of ref counts: C 0.3146
transverse field 2 mT, excited splitting 1.42 GHz: admixture 1.55e-03
shelf population left after 1000 ns dark: 0.00297
relative change of count variance (not Poisson) 7.23e-03
```
